\section*{Dynamic localization on a driven chain with first- and second-neighbour hopping}

\section*{Question}

I am working on an exercise about one electron on a tight-binding chain in an ac electric field. The lattice spacing is $a$, the field amplitude is $F$ and the angular frequency is $\omega$. I am asked to show that the field multiplies the nearest-neighbour hopping by $J_0(eFa/\hbar\omega)$, that the electron is localized at the zeros of this Bessel function, and that second-neighbour hopping spoils the effect.

I can get the Bessel function by averaging the Hamiltonian over a cycle, but that looks like a high-frequency approximation. My parameters are $a=10$ nm, nearest-neighbour hopping $5$ meV, second-neighbour hopping $0.5$ meV and $\hbar\omega=10$ meV. The undriven band is $20$ meV wide, twice the photon energy, so I see no right to average.

Three things puzzle me. Is the localization exact or approximate? In what sense is the electron localized, if the field keeps shaking it? And with second neighbours, could I not go to a higher zero of $J_0$ where both hoppings vanish together?

\section*{Answer}

For an infinite chain, averaging gives the exact evolution over whole periods at any frequency. The reason is that the Hamiltonians at different times commute once the field is written in a suitable gauge. Within this ideal one-band model, your parameters are therefore a fair case.

\subsection*{The model and the change of gauge}

Let the electron have charge $-e$ and let the field along the chain be $F\cos(\omega t+\varphi)$. Its potential energy at site $n$ is $+eFan\cos(\omega t+\varphi)$. I write the hoppings as $g_1,g_2$, both nonzero unless stated otherwise, to keep $J_0$ for the Bessel function. The amplitudes obey
\begin{equation}
i\hbar\dot\psi_n=-\sum_{l=1,2}g_l(\psi_{n-l}+\psi_{n+l})
+eFa\,n\cos(\omega t+\varphi)\,\psi_n .
\end{equation}
There is one band, a uniform field, and no scattering or interaction. Define
\begin{equation}
K=\frac{eFa}{\hbar\omega},\qquad
\alpha(t)=K[\sin(\omega t+\varphi)-\sin\varphi],\qquad
\psi_n=e^{-in\alpha}\chi_n .
\end{equation}
Then $\hbar\dot\alpha=eFa\cos(\omega t+\varphi)$, and the left side becomes
\begin{equation}
i\hbar\dot\psi_n=e^{-in\alpha}\left(n\hbar\dot\alpha\,\chi_n+i\hbar\dot\chi_n\right).
\end{equation}
Its first term cancels the potential. In the hopping terms, $\psi_{n\mp l}=e^{-in\alpha}e^{\pm il\alpha}\chi_{n\mp l}$, so
\begin{equation}
i\hbar\dot\chi_n=-\sum_l g_l\left(e^{il\alpha}\chi_{n-l}+e^{-il\alpha}\chi_{n+l}\right).
\end{equation}
The coefficients no longer depend on $n$. Insert $\chi_n=\int_{-\pi}^{\pi}\frac{dq}{2\pi}e^{iqn}c_q$, where $q$ is the wavenumber times $a$. The bracket gives $e^{-il(q-\alpha)}+e^{il(q-\alpha)}=2\cos l(q-\alpha)$, hence
\begin{equation}
i\hbar\dot c_q=E(q-\alpha)\,c_q,\qquad
E(p)=-2g_1\cos p-2g_2\cos 2p .
\end{equation}
Each $q$ evolves alone, under a Hamiltonian that is just a number. Numbers commute, so no time-ordering problem arises:
\begin{equation}
c_q(t)=e^{-i\Phi(q,t)}c_q(0),\qquad
\Phi(q,t)=\frac1\hbar\int_0^t E(q-\alpha(\tau))\,d\tau .
\end{equation}
Physically, the field sweeps the electron back and forth through the band, and the phase records the energies it visits.

\subsection*{The quasienergy band}

After one period $T=2\pi/\omega$ we have $\alpha=0$, so $\psi_n=\chi_n$ again. The phase is $\varepsilon(q)T/\hbar$, where $\varepsilon$ is the cycle average of $E$. Put $\theta=\omega t+\varphi$ and $q'=q+K\sin\varphi$, so that $q-\alpha=q'-K\sin\theta$. For each harmonic,
\begin{align}
\int_0^{2\pi}\!\frac{d\theta}{2\pi}\cos(lq'-lK\sin\theta)
&=\cos lq'\int_0^{2\pi}\!\frac{d\theta}{2\pi}\cos(lK\sin\theta)\nonumber\\
&\quad+\sin lq'\int_0^{2\pi}\!\frac{d\theta}{2\pi}\sin(lK\sin\theta).
\end{align}
The last integrand is odd in $\theta$ and integrates to zero. The other integral is the definition of $J_0(lK)$. Therefore
\begin{equation}
\varepsilon(q)=-2G_1\cos q'-2G_2\cos2q',\quad
G_1=g_1J_0(K),\quad G_2=g_2J_0(2K).
\label{eq:band}
\end{equation}
The second-neighbour argument is doubled because the potential difference across two spacings is twice as large. For weak driving, expanding the cosine gives $J_0(lK)\approx1-l^2K^2/4$: as a fraction of its undriven value, the longer hop at first falls four times as fast.

A quasienergy is defined modulo $\hbar\omega$. Your $20$ meV band would be folded if drawn in a $10$ meV zone. By ``width'' I mean that of the continuous branch \eqref{eq:band}, which fixes the motion from period to period. The initial phase $\varphi$ shifts $q$; it can change the drift of a packet, but not the width.

\subsection*{Nearest neighbours: what is localized}

Set $g_2=0$ and choose $J_0(K)=0$. Then $\varepsilon(q)=0$ for every $q$, and the one-period propagator is the identity. Any initial state returns after each period, whatever the ratio $g_1/\hbar\omega$.

This says nothing about times within a period. To see the motion there, start at site $0$ with $\varphi=0$, so $c_q(0)=1$. Multiplying $\chi_n$ by $n$ corresponds to differentiating $c_q$, apart from a factor of modulus one. Parseval's theorem then gives
\begin{equation}
\langle n^2\rangle=\int_{-\pi}^{\pi}\frac{dq}{2\pi}\left|\partial_q c_q\right|^2
=\int_{-\pi}^{\pi}\frac{dq}{2\pi}\,(\partial_q\Phi)^2 .
\end{equation}
With $S_l(t)=\int_0^t e^{ilK\sin\omega\tau}d\tau$,
\begin{equation}
\partial_q\Phi=\sum_l\frac{2lg_l}{\hbar}\int_0^t\sin l(q-\alpha)\,d\tau
=\sum_l\frac{2lg_l}{\hbar}\,\mathrm{Im}\left(e^{ilq}S_l^*\right).
\end{equation}
On averaging the square over $q$, the cross term between $l=1$ and $l=2$ vanishes and each squared imaginary part gives $|S_l|^2/2$:
\begin{equation}
\langle n^2\rangle=\frac{2g_1^2|S_1|^2+8g_2^2|S_2|^2}{\hbar^2}.
\label{eq:msd}
\end{equation}
At half a period,
\begin{equation}
S_1(T/2)=\frac1\omega\int_0^\pi e^{iK\sin\theta}d\theta
=\frac{\pi}{\omega}\left[J_0(K)+iH_0(K)\right],
\end{equation}
where $H_0(K)=\frac1\pi\int_0^\pi\sin(K\sin\theta)\,d\theta$ is the Struve function. The real part of $S_1(T/2)$ is $\pi J_0(K)/\omega$ because $\cos(K\sin\theta)$ has period $\pi$.

At the first zero, $K=2.4048$, we have $H_0=0.7497$. With your $g_1/\hbar\omega=0.5$ and $g_2=0$, the rms distance at half a period is
\begin{equation}
\sqrt2\times0.5\times\pi\times0.7497=1.666\ \text{sites},
\end{equation}
or about $17$ nm. The electron does leave its site, and it comes back. Localization here means periodic return, not absence of motion.

The field required is
\begin{equation}
F=\frac{K\hbar\omega}{ea}
=\frac{2.4048\times10\ \text{meV}}{e\times10\ \text{nm}}
=2.405\ \text{MV/m}=24.05\ \text{kV/cm}.
\end{equation}

\subsection*{Second neighbours: how much width remains}

Let $c=\cos q'$. The band is
\begin{equation}
\varepsilon=-2G_1c-2G_2(2c^2-1),\qquad -1\le c\le1 .
\end{equation}
Shifting $q'$ by $\pi$ reverses the sign of $G_1$. Turning the band upside down reverses both signs. Neither changes the width, so we may replace $G_1,G_2$ by their absolute values. The end points then give $\varepsilon(1)=-2G_1-2G_2$ and $\varepsilon(-1)=2G_1-2G_2$. The derivative $-2G_1-8G_2c$ vanishes at $c_*=-G_1/4G_2$.

If $G_1\ge4G_2$, this point is not inside the interval. The band is monotonic in $c$ and its width is $4G_1$. Otherwise $c_*$ is the maximum, with
\begin{equation}
\varepsilon(c_*)=\frac{G_1^2}{2G_2}-\frac{G_1^2}{4G_2}+2G_2
=2G_2+\frac{G_1^2}{4G_2}.
\end{equation}
Subtracting the minimum $\varepsilon(1)$, and restoring the absolute values, we get
\begin{equation}
W=\begin{cases}
4|G_1|, & |G_1|\ge4|G_2|,\\[2pt]
2|G_1|+4|G_2|+\dfrac{G_1^2}{4|G_2|}, & |G_1|<4|G_2| .
\end{cases}
\end{equation}
For your hoppings:
\begin{center}
\begin{tabular}{ccc}
$K$ & $W$ for $g_2=0$ (meV) & $W$ with $g_2$ (meV)\\
0 & 20.00 & 20.00\\
1 & 15.30 & 15.30\\
2 & 4.48 & 4.48\\
2.4048 & 0 & 0.475
\end{tabular}
\end{center}
The first three rows show no effect of $g_2$ because they lie in the first regime. There $g_2$ changes the shape of the band but moves both edges by the same amount. At the zero of $J_0(K)$,
\begin{equation}
G_2=0.5\ \text{meV}\times(-0.23754)=-0.1188\ \text{meV},\qquad
W=4|G_2|=0.475\ \text{meV}.
\end{equation}
This is $2.4\%$ of the undriven width. The collapse is substantial but incomplete.

The remainder matters because its effect accumulates. After $N$ periods, $S_l=NTJ_0(lK)$, and \eqref{eq:msd} becomes
\begin{equation}
\sqrt{\langle n^2\rangle}=\frac{NT}{\hbar}\sqrt{2G_1^2+8G_2^2}.
\end{equation}
The spread from period to period is ballistic unless both coefficients vanish. For $N=3$, $NT/\hbar=6\pi/\hbar\omega$, so at the localization point
\begin{equation}
\sqrt{\langle n^2\rangle}=6\pi\sqrt8\times\frac{0.1188}{10}=0.633\ \text{sites},
\end{equation}
against $13.59$ sites without the field. The probability of being back on the starting site follows from the remaining harmonic:
\begin{equation}
P_0=\left|\int_{-\pi}^{\pi}\frac{dq}{2\pi}\,e^{2iG_2NT\cos(2q)/\hbar}\right|^2
=J_0^2\!\left(\frac{2G_2NT}{\hbar}\right)=0.903 .
\end{equation}

Direct integration of the original equation, with its position-dependent potential, gives the same distances and return probability to the digits quoted; see the numerical output. That calculation uses neither the gauge change nor the averaged hopping.

\subsection*{Can a higher zero remove both hoppings?}

No. The functions $\cos q'$ and $\cos2q'$ are independent, so a flat band needs $J_0(K)=J_0(2K)=0$. Let $j_m$ be the $m$th positive zero of $J_0$. I shall show that $2j_m$ always falls between two zeros.

First we need the differential equation. Let $\langle\cdot\rangle$ be the average over $\theta$, so $J_0(x)=\langle\cos(x\sin\theta)\rangle$. Differentiating twice and integrating by parts,
\begin{equation}
J_0+J_0''=\langle\cos^2\theta\cos(x\sin\theta)\rangle
=\frac1x\langle\sin\theta\sin(x\sin\theta)\rangle=-\frac{J_0'}x .
\end{equation}
Substituting $J_0=x^{-1/2}u$ cancels the first-derivative terms. The terms in $u$ add to $(\frac34-\frac12)x^{-5/2}u$, which leaves
\begin{equation}
u''+\left(1+\frac1{4x^2}\right)u=0 .
\end{equation}

\emph{The spacing of zeros is less than $\pi$.} Take $u>0$ just after $j_m$ and let $v=\sin(x-j_m)$. Then $(u'v-uv')'=-uv/4x^2$. If the next zero were at $j_m+\pi$ or beyond, the integral of the right side from $j_m$ to $j_m+\pi$ would be negative. The left side would give $u(j_m+\pi)\ge0$, a contradiction.

\emph{The spacing is not much less than $\pi$.} Let $\kappa^2=1+1/4j_m^2$ and $v=\sin\kappa(x-j_m)$. Now $(u'v-uv')'=(\kappa^2-1-1/4x^2)uv$. If the next zero came at a distance of at most $\pi/\kappa$, the right side would be positive up to it. But the left side would integrate to $u'v\le0$ there. Hence
\begin{equation}
j_{m+1}-j_m>\frac{\pi}{\kappa}\ge\pi-\frac{\pi}{8j_m^2}.
\end{equation}

So $j_m-m\pi$ decreases from $j_1-\pi=-0.7368$. The spacings exceed $3$, so $j_m\ge j_1+3(m-1)$, and the total decrease is at most
\begin{equation}
\frac\pi8\sum_{m\ge1}\frac1{j_m^2}
\le\frac\pi8\left(\frac1{j_1^2}+\int_0^\infty\frac{ds}{(j_1+3s)^2}\right)
=\frac\pi8\left(\frac1{j_1^2}+\frac1{3j_1}\right)=0.1223 .
\end{equation}
For large $x$, the integral for $J_0$ is dominated by the stationary points $\theta=\pm\pi/2$. Their Gaussian contributions add to $\sqrt{2/\pi x}\,\cos(x-\pi/4)$. The limit of $j_m-m\pi$ must then be $-\pi/4$ plus a multiple of $\pi$. The range just found allows $-\pi/4=-0.7854$ and no other such value. Consequently
\begin{equation}
m\pi-\frac\pi4<j_m\le m\pi-0.7367 .
\end{equation}
Doubling these bounds, and applying them also to $j_{2m-1}$ and $j_{2m}$, we find
\begin{align}
j_{2m-1}&\le2m\pi-\pi-0.7367<2m\pi-\frac\pi2<2j_m,\\
2j_m&\le2m\pi-1.4734<2m\pi-\frac\pi4<j_{2m}.
\end{align}
Thus $j_{2m-1}<2j_m<j_{2m}$. For the first zero this reads $2.405<4.810<5.520$. The zeros are simple, since $u=u'=0$ would make $u$ vanish everywhere. Starting from $J_0(0)=1$, the sign therefore alternates, and $J_0(2j_m)$ is negative. At every localization point of the nearest-neighbour chain, the second-neighbour hopping survives with its sign reversed. Higher zeros do help, but slowly: the residual width $4|g_2J_0(2j_m)|$ is $0.475$, $0.328$ and $0.265$ meV for $m=1,2,3$, and by the asymptotic form above it falls only as $K^{-1/2}$.

\subsection*{Where exact return fails}

The infinite chain was essential. For $g_2=0$, let $R$ shift the electron one site to the right and $R^\dagger$ one site to the left. In the new gauge $H(t)=-g_1(e^{i\alpha}R+e^{-i\alpha}R^\dagger)$, and
\begin{equation}
[H(t),H(t')]=2ig_1^2\sin[\alpha(t)-\alpha(t')]\,[R,R^\dagger].
\end{equation}
On an infinite chain $[R,R^\dagger]=0$. On a chain that begins at site $0$, $R^\dagger R=1$ but $RR^\dagger=1-|0\rangle\langle0|$, so the commutator is $-|0\rangle\langle0|$. The Hamiltonians at different times no longer commute at the end, and the simple cycle average is not the full evolution.

I checked this for an electron starting on the end site of a 41-site open chain, with $g_2=0$, $\varphi=0$ and $K$ at the first zero. The initial phase must be stated, because at an end it affects the loss: for $g_1/\hbar\omega=0.5$, taking $\varphi=\pi/2$ raises the figure below from $7.4\%$ to $32\%$, while for $g_1/\hbar\omega=0.05$ the change is about one percent of the value. After three periods the probability of having left that site is $7.4\%$ for $g_1/\hbar\omega=0.5$, and $5.0\times10^{-7}$ for $g_1/\hbar\omega=0.05$. At an end, then, your high-frequency worry is justified. A packet in the interior is unaffected as long as its amplitude at the ends is negligible.

The same caution applies to whatever else the model omits. Scattering interrupts the phase accumulated over a cycle (here one period lasts $0.41$ ps and three last $1.24$ ps, while scattering times in semiconductor superlattices are typically a picosecond or less, so a real sample would not show the full return), a nonuniform field couples different $q$, and transitions to other bands need a larger Hamiltonian. The factors $J_0(lK)$ also belong to a pure cosine drive: another waveform changes $\alpha(t)$, and with it the average.

\section*{Computed values}
\begin{verbatim}
Spacing a: 10.0 nm
Hopping g1: 5.00 meV
Hopping g2: 0.50 meV
Photon energy: 10.00 meV
Drive frequency: 2.4180 THz
Drive period: 413.57 fs
First zero of J0, K: 2.404826 (dimensionless)
Field amplitude at first zero: 2.4048 MV/m
Same field: 24.048 kV/cm
J0(2K) at first zero: -0.237536 (dimensionless)
Surviving hopping g2*J0(2K): -0.11877 meV
K=0.0000: J0(K)=1.00000, J0(2K)=1.00000
  width, g1 only: 20.0000 meV
  width, g1 and g2: 20.0000 meV
K=1.0000: J0(K)=0.76520, J0(2K)=0.22389
  width, g1 only: 15.3040 meV
  width, g1 and g2: 15.3040 meV
K=2.0000: J0(K)=0.22389, J0(2K)=-0.39715
  width, g1 only: 4.4778 meV
  width, g1 and g2: 4.4778 meV
K=2.4048: J0(K)=0.00000, J0(2K)=-0.23754
  width, g1 only: 0.0000 meV
  width, g1 and g2: 0.4751 meV
Residual/undriven width: 2.375 percent
Number of periods simulated: 3
Largest propagator error: 2.8e-10 (dimensionless)
rms distance, g1 and g2, K=0.0000: simulated 13.59261, formula 13.59261 sites
rms distance, g1 and g2, K=1.0000: simulated 10.21650, formula 10.21650 sites
rms distance, g1 and g2, K=2.4048: simulated 0.63321, formula 0.63321 sites
Return probability at first zero, g1 and g2: 0.90346
  from formula: 0.90346
Loss from start site at first zero, g1 only: 4.0e-21
rms distance at half period, g1 only: simulated 1.66551, formula 1.66551 sites
Struve H0(K) at first zero: 0.74974
End-site loss, g1/photon energy 0.50: 7.445e-02
End-site loss, g1/photon energy 0.05: 4.976e-07
Second and third zeros of J0: 5.52008, 8.65373
Twice the first zero: 4.80965
First zero minus pi: -0.73677
Bound on later decrease of (zero - m*pi): 0.12234
Minus pi/4: -0.78540
\end{verbatim}
